Extra solutions of unrestricted kinetic balance and their removal, part 2

The large component a and the small component b of a Dirac spinor are expanded in finite spaces L and W. Unrestricted kinetic balance (UKB) produces extra negative-energy solutions. Deleting them from the free matrix (V = 0), before the potential is added, leaves L ⊕ R, the space of restricted kinetic balance (RKB), where W = R = σ·p L.

Hartree atomic units are used, c is the speed of light, p = −i∇, σ are the Pauli matrices, and the rest energy c² is subtracted. For a scalar potential V

V a + c σ·p b = E a

c σ·p a + (V − 2c²) b = E b.

L is spanned by N real scalar functions χ_μ, each with spin ↑ or ↓. UKB takes W as the span of all ∂_i χ_μ ↑ and ∂_i χ_μ ↓, with i = x, y, z (part 3); a variant takes the Gaussians of angular type l − 1 and l + 1 as separate small functions (part 4).

X is the orthogonal complement of R in W. P_L, P_W, P_R and Q_X project on L, W, R and X; n_L, n_W and n_X are the dimensions of L, W and X. Part 3 gives

B a = P_W σ·p a,  B† b = P_L σ·p b

½⟨a|B†B|a⟩ = ½‖P_W σ·p a‖² ≤ ½‖σ·p a‖² = ½⟨a|p²|a⟩.

If R ⊂ W, as assumed except in part 16, B a = σ·p a and B†B = 2T, with T the kinetic-energy matrix in L.

The free UKB matrix has n_L levels above zero, n_X at −2c² with eigenvectors (0, b), b in X, and n_L below −2c².

For one centre with s functions only, R has total angular momentum j = 1/2 and X has j = 3/2 (part 5).

The example has charges 30 and 20 at a distance of 0.1 bohr, four s and two p shells on each centre, n_L = 40, n_W = 96 and n_X = 56.

**11. Where the extra levels go**

Let H₀ be the free UKB matrix, H = H₀ + V the full one, and v_min and v_max the lowest and highest eigenvalues of V in L ⊕ W. The k-th eigenvalue from below of a Hermitian matrix is

λ_k(H) = min over k-dimensional subspaces M of [max over normalized v in M of ⟨v|H|v⟩].

For every normalized v, ⟨v|H|v⟩ lies between ⟨v|H₀|v⟩ + v_min and ⟨v|H₀|v⟩ + v_max. Taking the maximum and then the minimum preserves these inequalities:

λ_k(H₀) + v_min ≤ λ_k(H) ≤ λ_k(H₀) + v_max.

The n_X levels in the middle of the ordered spectrum start from −2c², so with the potential they lie between −2c² + v_min and −2c² + v_max. This is the precise meaning of "near −2c²": the displacement is bounded by the potential in the basis.

In the example v_min = −3322.8 and v_max = −173.4 hartree. The 56 middle levels are found between 700.9 and 174.5 hartree below −2c². The largest displacement is 1.9 per cent of 2c².

If V is weak compared with the gap below −2c², first-order perturbation theory for the degenerate level gives

E = −2c² + (eigenvalues of V within X).

With the potential of the example multiplied by 10⁻⁵, the shifts divided by that factor agree with the eigenvalues of V within X to better than 0.001 hartree. Those eigenvalues run from −2211.3 to −175.3 hartree.

At full strength V is no longer weak. It is far larger than the gap of 39.3 hartree, and the first-order formula cannot be relied on. The lowest expectation value of H within X is −2c² − 2211.3 hartree, while the middle and upper levels all lie at or above −2c² − 700.9 hartree. The vector of X with this expectation value therefore cannot be composed of middle and upper eigenvectors alone. Part of it lies among the lowest n_L levels, and the order of the energies no longer separates the two kinds.

The eigenvectors show the same. The mean weight of X in the 56 middle states is 0.716, where a clean separation would give 1. This mean does not tell whether single states are mixtures or whether whole states of the two kinds have changed places in the order. State by state both occur: 28 of the 96 negative-energy states have a weight of X between 0.2 and 0.8, and the 56 states richest in X have a mean weight of 0.879, more than the 56 middle ones. In either case, deleting the middle states would remove a total weight of 56 · 0.284 = 15.9 from L ⊕ R and leave as much of X behind.

Deletion at this stage has a second defect. Removing eigenvectors of H leaves its other eigenvalues unchanged, so the electronic levels would keep their UKB values. The vectors to be deleted are those of the free matrix, and the potential is to be added afterwards.

**12. Electronic levels: direction of the shift**

Assume that V ≤ 0, as for attracting nuclei, and consider E > −2c². Write V_L and V_W for the potential within L and within W. The operator

K_W = 2c² + E − V_W

is positive definite on W. The second Dirac equation, c B a + (V_W − 2c²) b = E b, then has the solution

b = c K_W⁻¹ B a.

Inserted in the first equation, this gives F_W(E) a = 0 with

F_W(E) = V_L − E + c² B† K_W⁻¹ B.

For RKB the same holds with W replaced by R. The two problems differ only in the last term, and the sign of the difference follows from completing a square. For y and b in W,

2 Re⟨b|y⟩ − ⟨b|K_W|b⟩ = ⟨y|K_W⁻¹|y⟩ − ⟨b − K_W⁻¹y|K_W|b − K_W⁻¹y⟩.

The last term is never positive and vanishes at b = K_W⁻¹y, so

⟨y|K_W⁻¹|y⟩ = max over b in W of [2 Re⟨b|y⟩ − ⟨b|K_W|b⟩].

Take y = B a, which lies in R. The RKB expression is the same maximum with b confined to R. A maximum over a larger space cannot be smaller, hence

F_W(E) ≥ F_R(E),

in the sense of expectation values for every a in L.

Both operators decrease with energy. Since dK_W⁻¹/dE = −K_W⁻²,

dF_W/dE = −1 − c² B† K_W⁻² B ≤ −1.

The ordered eigenvalues f_k(E) of F_W therefore decrease strictly, and each crosses zero at most once. The k-th crossing is the k-th level above −2c². At the k-th RKB level, f_k of F_R is zero, so f_k of F_W is zero or positive there, and its own crossing lies at the same energy or higher:

E_k(UKB) ≥ E_k(RKB).

It remains to see that this compares all n_L electronic levels and nothing else. By part 11 the middle levels lie at or below −2c² + v_max, which is below −2c² if v_max is negative. The upper n_L levels lie above v_min, because their free values are positive. If v_min > −2c², there are exactly n_L levels above −2c² in UKB. The same holds in RKB, where the eigenvalues of V lie within the same limits. In the example −3322.8 is well above −37557.7, so both conditions are met.

The computed upward shifts of the 40 electronic levels range from 7.5·10⁻⁵ to 0.0094 hartree. In perturbation language, the extra states lie below the electronic ones, and coupling to lower states pushes a level up.

A higher level is not necessarily a worse one. By the same maximum, enlarging the small space for a fixed L raises a level or leaves it unchanged. Where RKB lies lower, it does so because its small component is less flexible. The projection restores the one-to-one pairing of large and small functions. Whether it also brings an electronic level closer to the solution of the Dirac equation is not decided by this inequality.

**13. Electronic levels: size of the shift**

Keep the basis and V fixed and let c be large. Then

K_W⁻¹ = 1/(2c²) − (E − V_W)/(4c⁴) + (E − V_W)²/(8c⁶) − …

Take the expectation value in y = B a = σ·p a, and subtract the same expression with V_R, the potential within R.

- First term: ‖y‖²/(2c²) appears in both and cancels.
- Second term: it contains ⟨y|E − V|y⟩. Since y lies in R, the projectors act on it as unity, and this cancels too.
- Third term: in W it is ‖P_W(E − V)y‖², in R it is ‖P_R(E − V)y‖².

Since P_W = P_R + Q_X with orthogonal ranges, the difference of the third terms is ‖Q_X(E − V)y‖². Here Q_X y = 0, so this equals ‖Q_X V y‖². With the factor c² in front of K_W⁻¹,

⟨a|F_W − F_R|a⟩ = ‖Q_X V σ·p a‖²/(8c⁴) + terms of order c⁻⁶.

To turn this into an energy, start from the RKB level, where F_R a = 0. A small change ΔE of the energy alters the expectation value of F_W by −ΔE at leading order, because dF_W/dE = −1 plus terms of order c⁻². The sum must vanish, so

ΔE = E(UKB) − E(RKB) = ‖Q_X V σ·p a‖²/(8c⁴).

At the same order a may be replaced by the normalized nonrelativistic eigenvector, since F_R → V_L − E + ½B†B = V_L + T − E.

The ground level is doubly degenerate, the two states a and Θa being related by time reversal Θ. The perturbation M = B†V Q_X V B/(8c⁴) commutes with Θ, because σ and p both change sign, V does not, and Θ maps L, W and hence X onto themselves, the functions χ_μ being real and taken with both spins. With ⟨x|y⟩ = ⟨Θy|Θx⟩ and Θ² = −1,

⟨a|MΘa⟩ = ⟨ΘMΘa|Θa⟩ = −⟨Ma|Θa⟩ = −⟨a|MΘa⟩ = 0.

The diagonal elements are equal by the same rule: ⟨Θa|MΘa⟩ = ⟨Θa|ΘMa⟩ = ⟨Ma|a⟩ = ⟨a|Ma⟩. Both states shift alike, and the formula may be used with either.

The factors can be read off from second-order perturbation theory. The small component is σ·p a/(2c), so its squared coupling to X through V is ‖Q_X V σ·p a‖²/(4c²). The energy denominator is 2c². Their quotient is the result.

**14. The example in numbers**

The ground level, without the repulsion of the two charges, is in this basis

- nonrelativistic: −661.0776 hartree,
- RKB: −665.1606 hartree,
- UKB: −665.1603 hartree.

The basis is small and these are not converged energies. The comparison between them is meaningful because L is the same in all three. Relativity lowers the level by 665.1606 − 661.0776 = 4.0830 hartree. The extra functions raise it by 2.94·10⁻⁴ hartree, or 0.0080 eV, which is 7·10⁻⁵ of the relativistic lowering. The shift is a property of the basis and not of the molecule. With ten s and five p shells on each centre the RKB level is −669.7 hartree and the shift 2.1·10⁻⁴ hartree, and with two d shells added to the basis of the example the shift is 4.4·10⁻⁴ hartree. Only the order of magnitude, about 10⁻⁴ of the relativistic lowering, carries over.

The leading-order formula gives 3.01·10⁻⁴ hartree, so the computed shift is 0.9765 of it. If c is enlarged by factors of 2, 4 and 8, the ratio becomes 0.9941, 0.9985 and 0.9996. The last two are taken from the difference F_W − F_R itself. Subtracting levels of a matrix with elements of up to about 10⁶ hartree leaves the fourth decimal uncertain and gives 0.9984 and 0.9995. On the last doubling the shift falls from 1.1741·10⁻⁶ to 7.346·10⁻⁸ hartree, a factor of 15.98, against 2⁴ = 16 for a c⁻⁴ law. The first departure from unity, 0.0235, shrinks to 0.0059 when c is doubled. That is a factor of 4, as expected of a relative correction of order c⁻².

**15. When the shift vanishes**

The formula requires V to carry σ·p a out of R into X. For a single atom with s functions only, this cannot happen. R then has j = 1/2 and X has j = 3/2, as found in part 5, and a spherical potential does not connect different j. Then K_W maps R into itself, F_W = F_R, and the electronic levels of UKB and RKB coincide, not merely at leading order.

For charge 30 and four s functions, n_L = 8, n_W = 24 and n_X = 16. The largest difference between the electronic levels is 9·10⁻¹² hartree, which is rounding error. The 16 extra solutions are still there. Agreement of the electronic levels is therefore no sign that the small space is free of them.

In a molecule the potential of one centre is not spherical about the other, and this protection is lost. It can also be lost in an atom when d shells are added to L. Their derivatives include p functions with new radial parts, and with spin these contain states with j = 1/2. The image of the d functions has j = 3/2 or 5/2, so the new j = 1/2 states are not supplied by it. Where the s functions do not supply them either, they belong in part to X, and a spherical potential may couple them to R. The levels with j = 3/2 are affected as well: R now contains p functions with j = 3/2, and the potential couples them to those that the s shells put into X. An atom with s and p shells only stays protected for W as defined in part 3, since a p shell adds to X only d functions with j = 5/2. It is not protected in the variant of part 4, where X also receives s functions.

**16. What happens if W does not contain R**

Suppose some derivatives have been left out of W. Then B a = P_W σ·p a may vanish for a nonzero a. At E = −2c² the free equations are B a = 0 and c B† b = −2c² a. The scalar product of the latter with a gives

−2c²‖a‖² = c⟨a|B† b⟩ = c⟨B a|b⟩ = 0,

so the solutions at −2c² are still purely small. They can still be deleted, but what remains is L ⊕ P_W R, which is not the RKB space.

The kinetic energy stays too small, as in part 3. In the extreme case B a = 0, the pair (a, 0) is a free solution with E = 0 whatever the true kinetic energy of a. Deleting the extra solutions cannot supply missing functions. The recovery of the restricted space rests on R ⊂ W, and this has to be secured when the small basis is built.

Numbers as computed

```
speed of light c = 137.035999 a.u.
-2c^2 = -37557.7301 hartree
charges = [30, 20], distance = 0.1 bohr
s exponents on each centre = [30.0, 150.0, 750.0, 3750.0] bohr^-2
p exponents on each centre = [60.0, 300.0] bohr^-2
scalar large functions N = 20
dim L = 40, derivative spinors before reduction = 120
dim W = 96, dim X = 56
smallest kept eigenvalue of scaled W overlap = 7.72e-03
Free particle
levels found at -2c^2 = 56
largest distance from -2c^2 = 1.0e-10 hartree
largest large-component coefficient in them = 7.2e-15
lowest kinetic eigenvalue in L = 39.3296 hartree
gap from -2c^2 to next lower level = 39.2885 hartree
projector difference, kept space vs L+R = 1.2e-13
Potential present
max difference projected UKB vs spinor RKB = 2.0e-10 hartree
nonrelativistic ground level = -661.077623 hartree
RKB ground level = -665.160609 hartree
UKB ground level = -665.160315 hartree
UKB - RKB ground level = 0.000294 hartree = 0.0080 eV
smallest shift over electronic levels = 7.54e-05 hartree
largest shift over electronic levels = 0.0094 hartree
V range in L+W = -3322.78 to -173.37 hartree
V range in X = -2211.25 to -175.27 hartree
middle UKB levels + 2c^2 = -700.85 to -174.48 hartree
mean weight of X in the middle levels = 0.7161
weak V (factor 1e-05): max error of first-order shift / factor = 0.000 hartree
Ground-level shift for enlarged c (hartree)
c x 1: computed 2.939448e-04, leading order 3.010044e-04, ratio 0.9765
c x 2: computed 1.870183e-05, leading order 1.881277e-05, ratio 0.9941
c x 4: computed 1.173906e-06, leading order 1.175798e-06, ratio 0.9984
c x 8: computed 7.345182e-08, leading order 7.348739e-08, ratio 0.9995
One centre, charge 30, s functions only
dim L = 8, dim W = 24, dim X = 16
largest UKB - RKB electronic difference = 9.1e-12 hartree
Part of a p_z spin-up function outside sigma.p L (s exponent 1)
d shells in L = 0: missing fraction = 0.666667
d shells in L = 2: missing fraction = 0.020158
d shells in L = 4: missing fraction = 0.000778
d shells in L = 8: missing fraction = 0.000268
```
